\section*{Methfessel--Paxton smearing: unphysical occupations and negative smeared density of states, part 2}

First-order Methfessel--Paxton smearing gives occupations outside $[0,1]$ and can make the smeared density of states negative. The example below tests whether this survives on a dense mesh and what it does to the Fermi level and free energy.

We use Hartree atomic units, one spin channel, quantities per cell and a fixed spectrum with true density of states $g\ge0$. For level $\varepsilon$, chemical potential $\mu$ and width $\sigma$, $x=(\varepsilon-\mu)/\sigma$. The kernel is $d=(\tfrac32-x^2)\,d_0$ with $d_0=e^{-x^2}/\sqrt\pi$ and moments $M_0=1$, $M_2=0$, $M_4=-\tfrac34$. The occupation $f(x)=\int_x^\infty d(u)\,du$ obeys
\begin{equation}
f(-x)=1-f(x).
\label{eq:sym}
\end{equation}
Its minimum is $f_{\min}=-0.035458$ at $x_0=\sqrt{3/2}$, its maximum $f_{\max}=1.035458$ at $-x_0$, and $f<0$ for $x>x_z=0.841882$.

The electron count and smeared density of states are
\begin{equation}
N(\mu)=\int g(\varepsilon)\,f\!\left(\frac{\varepsilon-\mu}{\sigma}\right)d\varepsilon,\qquad
g_\sigma(E)=\int g(\varepsilon)\,\frac1\sigma\, d\!\left(\frac{\varepsilon-E}{\sigma}\right)d\varepsilon .
\label{eq:defs}
\end{equation}
\begin{equation}
\frac{dN}{d\mu}=g_\sigma(\mu).
\label{eq:dN}
\end{equation}
With $G$ the density of states smeared with $d_0$,
\begin{equation}
g_\sigma(E)=G(E)-\frac{\sigma^2}{4}\,G''(E).
\label{eq:local}
\end{equation}
If $E$ is farther than $x_0\sigma$ from every point of a nonempty spectrum,
\begin{equation}
g_\sigma(E)<0 .
\label{eq:thm}
\end{equation}

The generalized entropy per level, $s(x)=(1-2x^2)\,e^{-x^2}/(4\sqrt\pi)$, is negative for $|x|>1/\sqrt2$. With $\mathcal E=\int g\,\varepsilon f$, $S=\int g\,s$ and $\Omega=\mathcal E-\sigma S-\mu N$,
\begin{equation}
\frac{d\Omega}{d\mu}=-N,\qquad\frac{d^2\Omega}{d\mu^2}=-g_\sigma .
\label{eq:omega}
\end{equation}

Three-root argument: for a symmetric spectrum of total weight $2$, $\mu=0$ solves $N=1$; if $g_\sigma(0)<0$, there are also roots $\pm\mu^*$, so at least three.

The closing list of values also covers a flat band, $g=g_0$ on $[-W,0]$, and two levels at $\pm a\sigma$ with $m=\mu/\sigma$, for which the slope of $N$ in $m$ at $m=0$ is $2d(a)$.

\subsection*{Worked example: a gapped chain}

Take a chain with two sites per cell, on-site energies $\pm\Delta$, hopping $-t$ between neighbours and unit cell length. The first site couples to the second site in its own cell and in the previous cell, so the Bloch Hamiltonian is
\begin{equation}
H(k)=\begin{pmatrix}\Delta&-t(1+e^{-ik})\\-t(1+e^{ik})&-\Delta\end{pmatrix}.
\end{equation}
It is traceless, so its eigenvalues are $\pm\varepsilon$ with $\varepsilon^2=\Delta^2+t^2|1+e^{ik}|^2$, and $|1+e^{ik}|^2=2+2\cos k=4\cos^2(k/2)$. With $\theta=k/2\in(-\pi/2,\pi/2]$,
\begin{equation}
\varepsilon^2=\Delta^2+4t^2\cos^2\theta,\qquad E_{\max}=\sqrt{\Delta^2+4t^2},
\end{equation}
and the gap is $2\Delta$. Each band holds one state per cell, spread uniformly over an interval of $\theta$ of length $\pi$, and each energy is reached at $\pm\theta$, so $g=(2/\pi)|d\theta/d\varepsilon|$. Differentiating, $\varepsilon\,d\varepsilon=-4t^2\cos\theta\sin\theta\,d\theta$. Since $4t^2\cos^2\theta=\varepsilon^2-\Delta^2$ and $4t^2\sin^2\theta=E_{\max}^2-\varepsilon^2$,
\begin{equation}
g(\varepsilon)=\frac2\pi\,\frac{|\varepsilon|}{\sqrt{(\varepsilon^2-\Delta^2)(E_{\max}^2-\varepsilon^2)}},\qquad\Delta<|\varepsilon|<E_{\max}.
\label{eq:chain}
\end{equation}
A ring of $N_c$ cells samples $\theta=\pi j/N_c$, which is a uniform $k$-mesh with weights $1/N_c$.

The parameters are round model values: $t=0.1$, $\Delta=0.02$, $\sigma=0.01$ Ha ($\sigma=0.272$ eV, gap $0.04$ Ha $=1.088$ eV), giving $E_{\max}=\sqrt{0.0004+0.04}=0.200998$ Ha. The numerical results for the chain come from the numerical check, which diagonalizes real-space rings and, independently, integrates \eqref{eq:chain} by quadrature.

\paragraph{Midgap value and mesh convergence.} The guaranteed window is $|E|<\Delta-x_0\sigma=0.02-0.012247=0.007753$ Ha, which contains $E=0$. The rings give $g_\sigma(0)=-0.5167$, $-0.2585$, $-0.1729$ and $-0.1750$ Ha$^{-1}$ for $10$, $20$, $40$ and $400$ cells. The coarse values can be traced. An even ring contains $\theta=\pi/2$, hence levels exactly at $\pm\Delta=\pm2\sigma$, which contribute $2d(2)/(N_c\sigma)$. This is $-0.05167/(10\times0.01)=-0.5167$ for $10$ cells and half of that, $-0.2583$, for $20$ (using $2d(2)=-5e^{-4}/\sqrt\pi=-0.051667$), so these two levels supply nearly everything. At $40$ cells the result differs from the converged one by $0.0021$ Ha$^{-1}$, or $1.2\%$ of it. The $400$-cell ring and the quadrature agree in all printed digits:
\begin{equation}
g_\sigma(0)=-0.1750\ \text{Ha}^{-1}=-0.00643\ \text{eV}^{-1}\quad\text{per cell and spin.}
\end{equation}
Refining the mesh changed the size and kept the sign. The local form \eqref{eq:local} gives the same within rounding: $G(0)-\sigma^2G''(0)/4=0.0583-0.2334=-0.1751$ Ha$^{-1}$. The program asserts \eqref{eq:dN}, \eqref{eq:omega} and \eqref{eq:local} by finite differences at seven energies, and asserts $g_\sigma<0<G$ on points across the window and above the band top.

\paragraph{Shape in the gap.} The zero of $g_\sigma$ found between the window and the edge is at $|E|=0.009851$ Ha, outside the guaranteed window, at $(0.02-0.009851)/0.01=1.01$ widths from the edge. The minimum in the gap is not at the centre: it is $-0.2584$ Ha$^{-1}$ at $|E|=0.0059$ Ha, $1.41$ widths from the nearer edge. Both distances lie between those of a flat edge ($0.84$ for the zero, $1.22$ for the minimum) and of an isolated level ($1.22$ and $1.58$). The shape of the edge accounts for this. By \eqref{eq:chain} $g$ diverges as an inverse square root, which piles weight at the edge. For a pure edge of this form, $g_\sigma$ at $w$ widths outside it is proportional to $\int_0^\infty u^{-1/2}\,d(u+w)\,du$. Evaluated numerically, this integral has its zero at $w=1.04$ and its minimum at $w=1.41$, close to the values for the chain. The match of the minimum to three digits is partly a cancellation: the nearer band alone, whose density departs from the pure form over a few $\sigma$, has its zero at $1.02$ and its minimum at $1.39$ widths, and the farther band, which supplies about $-0.010$ Ha$^{-1}$ there, moves the minimum out to $1.41$. Above the band top the effect is larger, $g_\sigma(E_{\max}+1.5\sigma)=-0.6953$ Ha$^{-1}$. To leading order in the distance $u$ from an edge at energy $E_e$, one factor under the root in \eqref{eq:chain} is $2E_eu$ and the other is $4t^2$, so $g\simeq(2/\pi)E_e/\sqrt{8t^2E_eu}\propto\sqrt{E_e/u}$. The top edge is stronger than a gap edge by $\sqrt{0.200998/0.02}\approx3.2$. The ratio of the two printed values, $0.6953/0.2584\approx2.7$, is of that size, though they refer to different distances from their edges and the estimate is only leading order.

\paragraph{Three Fermi levels.} The scan finds three roots of $N=1$: $\mu=0$ and $\mu=\pm\mu^*$ with $\mu^*=0.013832$ Ha $=0.376$ eV, all inside the gap. Between $0$ and $\mu^*$ the count dips below one, by $0.001979$ electrons per cell at the zero of $g_\sigma$, where $N$ is stationary by \eqref{eq:dN}. At $\mu=0$ the slope is $-0.1750$ Ha$^{-1}$ and at $\mu^*$ it is $+1.1806$ Ha$^{-1}$. Which root a solver returns depends on its starting bracket. A bisection started outside all three keeps $N<1$ at its lower end and $N>1$ at its upper end, so it converges to $+\mu^*$ or $-\mu^*$ unless a midpoint lands exactly on zero; the root $\mu=0$, where $N$ falls, needs a bracket inside $(-\mu^*,\mu^*)$.

The occupations differ between the roots. At $\mu=0$ all levels have $|x|\ge2$, beyond the extrema, and the occupations range from $-0.0080$ to $1.0080$. At $\mu^*$ the upper band starts at $x=(0.02-0.013832)/0.01=0.617$. States between $0.617$ and $x_z$ have positive occupation, those above have negative occupation, and the band passes through $x_0$. The lowest occupation on the mesh is $-0.0353$, slightly short of $f_{\min}$ because no level sits exactly at $x_0$. The lower band has $x\le-3.38$ and is filled to $1.0000$ in the printed digits, so $\mu^*$ is essentially the point where positive and negative occupations of the upper band cancel.

\paragraph{Energies.} The unsmeared band energy is $\mathcal E_0=-\int_\Delta^{E_{\max}}\varepsilon g\,d\varepsilon=-0.12998835$ Ha. Eight digits are kept only because the differences are of order $10^{-5}$ Ha. With $F=\mathcal E-\sigma S$,
\begin{align}
\mu=0:&\quad F=-0.12999881-0.01\,(-0.001167)=-0.12998714\ \text{Ha},\\
\mu=\mu^*:&\quad F=-0.12999842-0.01\,(-0.002693)=-0.1299715\ \text{Ha}.
\end{align}
At $\mu=0$ the entropy is negative because every level has $|x|>1/\sqrt2$. The smeared energy lies $1.0\times10^{-5}$ Ha below $\mathcal E_0$, which occupations within $[0,1]$ at $N=1$ could never produce, since $\mathcal E_0$ already fills the lowest states. Pairing $\pm\varepsilon$ and using \eqref{eq:sym},
\begin{equation}
\mathcal E(0)=\int_\Delta^{E_{\max}}g\,\varepsilon\,[f(\varepsilon/\sigma)-f(-\varepsilon/\sigma)]\,d\varepsilon=\mathcal E_0+2\int_\Delta^{E_{\max}}g\,\varepsilon\,f(\varepsilon/\sigma)\,d\varepsilon ,
\end{equation}
and the last integrand is negative since $\varepsilon/\sigma\ge2>x_z$. Weight has moved from the upper band, now negatively occupied, into the overfilled lower one.

The free energy exceeds $\mathcal E_0$ by $1.2\times10^{-6}$ Ha at $\mu=0$ and by $1.7\times10^{-5}$ Ha at $\pm\mu^*$. The ordering of the roots follows from \eqref{eq:omega}. Since $F=\Omega+\mu N$ and $N=1$ at both roots,
\begin{equation}
F(\mu^*)-F(0)=-\int_0^{\mu^*}N\,d\mu+\mu^*=\int_0^{\mu^*}(1-N)\,d\mu>0 ,
\end{equation}
because $N<1$ between two adjacent roots when it leaves the first with negative slope. The difference $1.56\times10^{-5}$ Ha divided by $0.013832$ Ha is a mean deficit of $0.0011$ electrons, consistent with the dip of $0.0020$. In this model the root with negative $g_\sigma$ has the lowest free energy of the three and the one closest to $\mathcal E_0$.

\paragraph{When the effect disappears.} The window closes at $\sigma=\Delta/x_0=0.01633$ Ha, but this is a bound and not the threshold. The midgap value actually changes sign at $\sigma=0.02003$ Ha. That this is so near $\Delta=0.02$ Ha follows from \eqref{eq:chain}. With $p=\sqrt{\varepsilon^2-\Delta^2}$ one has $g\,d\varepsilon=(2/\pi)\,dp/\sqrt{4t^2-p^2}\simeq dp/(\pi t)$ for $p\ll 2t$. With $a=\Delta/\sigma$, $u=p/\sigma$ and both bands counted, $g_\sigma(0)\simeq\frac{2e^{-a^2}}{\pi t}\int_0^\infty(\tfrac32-a^2-u^2)\,d_0(u)\,du=\frac{e^{-a^2}(1-a^2)}{\pi t}$. This gives $-0.1749$ Ha$^{-1}$ at $a=2$ and vanishes at $\sigma=\Delta$. Keeping the next term $p^2/8t^2$ of the root moves the zero to $\sigma\simeq\Delta\,[1+\Delta^2/(32t^2)]=0.020025$ Ha. At $\sigma=0.03$ Ha the program finds $g_\sigma(0)=+1.1283$ Ha$^{-1}$ and a single root: at midgap the positive centres of the states near the band edges now outweigh the negative wings of the others. Even then \eqref{eq:thm} applies outside the spectrum, so $g_\sigma$ stays negative beyond $E_{\max}+x_0\sigma$ and below $-E_{\max}-x_0\sigma$. In the opposite limit $\sigma\ll\Delta$ the three-root argument still holds, but near midgap $g_\sigma$ and $N-1$ shrink with the factor $e^{-\Delta^2/\sigma^2}$, and $N=1$ holds to high accuracy over most of the gap, as it does for an unsmeared insulator. Sizeable negative values can occur within a few $\sigma$ of a feature of $g$ that is sharp on the scale $\sigma$, for example a band edge, an isolated level, or a narrow peak on a weak background (a level of weight $w$ on a flat background $g_b$ gives $g_\sigma<0$ in its wings if $g_b<0.046\,w/\sigma$). For a metal whose $g$ is smooth on the scale $\sigma$ near $\mu$, Taylor expansion of \eqref{eq:defs} gives $g_\sigma=g+\sigma^4M_4\,g''''/24+\dots=g-\sigma^4g''''/32+\dots$, which stays positive as long as the correction is small compared with $g$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
moments M0, M2, M4 = [1, 0, -3/4]
x0 = sqrt(3/2) = 1.224745
erfc(x0)/2 = 0.041632
sqrt(3/8pi) exp(-3/2) = 0.077090
f_min = -0.035458
f_max = 1.035458
negative weight of d = -0.070916
zero of f, x_z = 0.841882
sqrt(5/2) = 1.581139
d_min = -0.046312
s(0) = 0.141047
s(x0) = -0.062944
zero of s = 0.707107
flat band W = 20 sigma: min g/g0 = -0.035458 at E/sigma = 1.2247
two levels a = 1.0: 2d(a) = 0.20755, roots = 1, largest m = 0.0000
two levels a = 1.2: 2d(a) = 0.01604, roots = 1, largest m = 0.0000
two levels a = 1.25: 2d(a) = -0.01478, roots = 3, largest m = 0.1922
two levels a = 2.0: 2d(a) = -0.05167, roots = 3, largest m = 1.1579
t = 0.1 Ha, delta = 0.02 Ha, sigma = 0.01 Ha = 0.2721 eV
gap = 0.0400 Ha = 1.0885 eV
E_max = 0.200998 Ha
g_sigma(0), ring of 10 cells = -0.516675 1/Ha
g_sigma(0), ring of 20 cells = -0.258480 1/Ha
g_sigma(0), ring of 40 cells = -0.172947 1/Ha
g_sigma(0), ring of 400 cells = -0.175048 1/Ha
g_sigma(0), analytic DOS = -0.175048 1/Ha
g_sigma(0) = -0.006433 1/eV
Gaussian G(0) = 0.0583 1/Ha
sigma^2 G''(0)/4 = 0.2334 1/Ha
guaranteed half-window = 0.007753 Ha
actual zero of g_sigma = 0.009851 Ha
gap minimum of g_sigma = -0.2584 1/Ha at |E| = 0.00592 Ha
g_sigma(E_max + 1.5 sigma) = -0.6953 1/Ha
half filling: mu = 0 and +-0.013832 Ha = +-0.3764 eV
N - 1 at mu = zero of g_sigma = -0.001979 per cell
unsmeared band energy = -0.12998835 Ha
mu = 0.000000 Ha: E = -0.12999881 Ha, S = -0.001167, E - sigma S = -0.12998714 Ha
   occupations from -0.0080 to 1.0080, g_sigma = -0.1750 1/Ha
mu = 0.013832 Ha: E = -0.12999842 Ha, S = -0.002693, E - sigma S = -0.12997150 Ha
   occupations from -0.0353 to 1.0000, g_sigma = 1.1806 1/Ha
delta/x0 = 0.016330 Ha
sigma where g_sigma(0) = 0 = 0.020026 Ha
control sigma = 0.03 Ha: g_sigma(0) = 1.1283 1/Ha, roots = 1
\end{verbatim}
